\section*{Kinked basis functions in APW+lo: a comment on an objection}

\section{The argument under comment}

The argument is directed against the APW+lo basis, whose functions are continuous at the muffin-tin sphere but change slope there. It has three steps.

\begin{enumerate}
\item The kinetic energy operator is a second derivative. At a kink the second derivative contains a delta function, so a kinked function has no proper energy and may not enter the variational principle.
\item If such functions are used all the same, the delta function has to be discarded and $-\tfrac12\nabla^2$ applied separately inside and outside the sphere.
\item Any kink left in the calculated eigenfunction is then a matter of too few plane waves and disappears when the cutoff is raised.
\end{enumerate}

The first step is wrong, and the second turns a sound method into an unsound one. The third is half right: the kink does disappear on convergence, but the radial functions must converge as well as the plane waves.

I use Hartree atomic units, real functions, and a model in which each point can be followed in full: a one-dimensional crystal of period $2L$, with even states at $k=0$. Such states have zero slope at $x=0$ and $x=L$, so the half cell $[0,L]$ suffices. The ``sphere'' is $0\le x<R$, with
\begin{equation}
V(x)=-V_0\left(1-\frac{x^2}{R^2}\right)\ (x<R),\qquad V(x)=0\ (R<x\le L).
\end{equation}
The operator $h=-\tfrac12\,d^2/dx^2+V$ is always applied region by region, without delta functions. The kink is described by
\begin{equation}
J=\psi'(R^+)-\psi'(R^-),\qquad \lambda=\frac{J}{\psi(R)} ,
\end{equation}
so that $\lambda$ is the outer minus the inner logarithmic slope and does not depend on normalization.

\section{First step: what the variational principle requires}

The quantity to be minimized is $a(\psi,\psi)/\int\psi^2dx$, with
\begin{equation}
a(v,\psi)=\int_0^L\left(\tfrac12 v'\psi'+vV\psi\right)dx .
\label{form}
\end{equation}
This needs a square-integrable slope and no second derivative. A kink is a finite step in $\psi'$, so $\int\psi'^2dx$ is finite.

It remains to show that the value obtained is still an upper bound to the ground energy $E_0$. For a function with continuous slope and bounded second derivative, expansion in eigenfunctions gives $a(\psi,\psi)=\sum_iE_i|c_i|^2\ge E_0\int\psi^2dx$. Now let $\psi$ have a kink, and replace it by its moving average
\begin{equation}
\psi_w(x)=\frac1{2w}\int_{x-w}^{x+w}\psi(t)\,dt .
\end{equation}
The slope of $\psi_w$ is the moving average of $\psi'$. It is continuous, so the bound holds for $\psi_w$. It differs from $\psi'$ by a bounded amount within a distance $w$ of the kink and by an amount of order $w$ elsewhere. Hence $\int(\psi_w'-\psi')^2dx\to0$ as $w\to0$, the energy of $\psi_w$ tends to that of $\psi$, and the bound carries over. In three dimensions the rounding is done across the sphere surface, where the potential is finite.

The same construction shows what is true in the objection. In the rounded region $\psi_w''\approx J/(2w)$ over a width $2w$, so $\int\psi_w''^2dx\approx J^2/(2w)$ diverges. A kinked function therefore has no finite expectation value of $H^2$, but its energy is finite.

A step $d$ in the value is another matter. Rounded over a width $2w$ it has slope $d/(2w)$ and kinetic energy $\tfrac12(d/2w)^2\,2w=d^2/(4w)$, which diverges. Continuity of the value is thus a real requirement. If one ignores the step, the bound is lost: the function equal to 1 inside and 0 outside would receive the mean inner potential, $-\tfrac23V_0$, as its energy. With the parameters used below this is $-0.333$ hartree, while the exact ground energy is $-0.172$ hartree.

This also marks a limit of the defence in a real three-dimensional calculation. A plane wave of wave number $G\neq0$ contains all angular momenta on the sphere. If only those up to a cutoff $l_{\max}$ are matched, the rest leave a step in the value. For unit amplitude its mean square over the sphere is $\sum_{l>l_{\max}}(2l+1)\,j_l(GR)^2$, with $j_l$ the spherical Bessel functions, and for $GR$ well above 1 this stays appreciable until $l_{\max}$ reaches about $GR$ and falls rapidly beyond. The strict bound requires that cutoff to be converged.

\section{Second step: the term that may not be discarded}

Integrate the kinetic part of (\ref{form}) by parts in each region:
\begin{align}
\tfrac12\int_0^R v'\psi'dx&=\tfrac12v(R)\psi'(R^-)-\tfrac12\int_0^Rv\psi''dx,\\
\tfrac12\int_R^L v'\psi'dx&=-\tfrac12v(R)\psi'(R^+)-\tfrac12\int_R^Lv\psi''dx .
\end{align}
The end points $0$ and $L$ contribute nothing because $\psi'$ vanishes there. Adding the two lines and the potential term gives
\begin{equation}
a(v,\psi)=\int_0^L v\,h\psi\,dx-\tfrac12v(R)J .
\label{green}
\end{equation}
The last term is the contribution of the delta function in $-\tfrac12\psi''$. It is finite and belongs to the energy. In three dimensions the same integration by parts gives $-\tfrac12\oint v\,J\,dS$, with $J$ the jump of the outward normal derivative.

A hydrogen trial function shows what is at stake. Take $\psi=1$ for $r<1$ bohr and $\psi=e^{-(r-1)}$ beyond. With a common factor $4\pi$ removed and $s=r-1$, the norm is
\begin{equation}
\frac13+\int_0^\infty(1+s)^2e^{-2s}ds=\frac13+\frac54=\frac{19}{12},
\end{equation}
and the potential energy is
\begin{equation}
-\frac12-\int_0^\infty(1+s)e^{-2s}ds=-\frac12-\frac34=-\frac54 .
\end{equation}
The gradient form of the kinetic energy is $\tfrac12\cdot\tfrac54=\tfrac58$. The regional Laplacian, with $\nabla^2\psi=(1-2/r)\psi$ outside, gives only $-\tfrac12\left(\tfrac54-2\cdot\tfrac34\right)=\tfrac18$. The missing $\tfrac12$ is the surface term, since $J=-1$ and $-\tfrac12r^2\psi J=\tfrac12$ at $r=1$. The energies are
\begin{equation}
\frac{5/8-5/4}{19/12}=-0.395,\qquad \frac{1/8-5/4}{19/12}=-0.711\ \text{hartree}.
\end{equation}
The first lies above the exact $-0.5$ hartree, as it must. The second lies below it. The fault is in the discarded term and not in the kink.

In a matrix calculation the regional Laplacian also destroys symmetry. By (\ref{green}), $\int v\,h\psi\,dx-\int\psi\,hv\,dx=\tfrac12[v(R)J_\psi-\psi(R)J_v]$, which is not zero in general. Symmetrizing the matrix does not repair this. One then minimizes
\begin{equation}
Q(\psi)=a(\psi,\psi)+\tfrac12\psi(R)J ,
\end{equation}
which has no lower bound. To see this, add to a given $\psi$ a thin layer outside the boundary,
\begin{equation}
\eta=-g\,s\left(1-\frac sw\right)^2,\qquad s=x-R,\quad 0\le s\le w .
\end{equation}
It vanishes at both ends and changes $J$ by $-g$. With $t=s/w$ its slope is $-g(1-t)(1-3t)$, and $\int_0^1(1-t)^2(1-3t)^2dt=\tfrac2{15}$. Its own kinetic energy is therefore $g^2w/15$. The cross term is $\int\psi'\eta'dx=-\int\psi''\eta\,dx$, of order $gw^2$. Hence
\begin{equation}
\Delta Q\approx\frac{g^2w}{15}-\frac{g\,\psi(R)}2 .
\end{equation}
The minimum is at $g=15\psi(R)/(4w)$, where $\Delta Q\approx-15\psi(R)^2/(16w)$. The cross term and the change in the norm are then of order $w$, so the quotient falls without limit as $w\to0$. More plane waves resolve thinner layers, and the result gets worse with the cutoff. In the model below, the lowest eigenvalue of the symmetrized matrix is $-7.2$, $-33$ and $-109$ hartree for highest plane-wave index $N=4$, 8 and 14.

\section{Why the kink is driven towards zero}

The Ritz equations are $a(v,\psi)=E\int v\psi\,dx$ for every basis function $v$. With (\ref{green}) they become
\begin{equation}
\tfrac12v(R)J=\int_0^Lv\,(h-E)\psi\,dx .
\label{balance}
\end{equation}
In a complete basis, functions $v$ that vanish at $R$ force $(h-E)\psi=0$ in both regions. A function with $v(R)\ne0$ then forces $J=0$. Smooth matching is thus a consequence of the minimization and need not be built into the basis. In an incomplete basis the kink balances whatever residual $(h-E)\psi$ remains in the regions.

\section{Third step: plane waves alone do not suffice}

Let $u$ be the even solution of $(h-E_l)u=0$ inside, at a fixed linearization energy $E_l$, and let $u^{(m)}$ be its $m$-th derivative with respect to that energy. The basis consists of
\begin{align}
\text{APW:}\quad&\cos G_nx\ \text{outside},\quad \frac{\cos G_nR}{u(R)}\,u(x)\ \text{inside},\\
\text{lo:}\quad&0\ \text{outside},\quad u^{(m)}(x)-\frac{u^{(m)}(R)}{u(R)}\,u(x)\ \text{inside},
\end{align}
with $G_n=n\pi/L$, $n=0,\dots,N$ and $m=1,\dots,M$. APW+lo is $M=1$; larger $M$ adds higher-derivative local orbitals. The matching requires $u(R)\ne0$.

\subsection{The limit of many plane waves}

Keep $M$ fixed and let $N\to\infty$. The limiting problem allows any continuous function with square-integrable slope outside, but still only $M+1$ radial functions inside. Let $\psi_M$ be its normalized ground state, $E_M$ its energy and $E_M^{(1)}>E_M$ its next level. Outside, (\ref{balance}) with $v(R)=0$ gives $(h-E_M)\psi_M=0$.

Does the kink at finite $N$ tend to that of $\psi_M$? Convergence of the energy controls the slope in the mean, not at a point, so an argument is needed. The outer part of $\psi_M$ can be continued smoothly into $[0,R]$ so as to be flat near $x=0$. Its even periodic extension is then smooth, and its truncated cosine series $p_N$ has an error smaller than any power of $1/N$. Matched inside and supplemented by the local orbitals, $p_N$ gives a trial function with an error $e$ of that size. Because $\psi_M$ is stationary, terms linear in $e$ cancel, and the energy error is at most $[a(e,e)-E_M\int e^2dx]$ divided by the norm.

Now scale the Ritz function as $\psi_M+f$ with $f$ orthogonal to $\psi_M$. Its energy $E_N$ obeys
\begin{equation}
(E_N-E_M)\left(1+\int f^2dx\right)=a(f,f)-E_M\int f^2dx\ge\left(E_M^{(1)}-E_M\right)\int f^2dx .
\end{equation}
So $\int f^2dx$, and then by the equality also $\int f'^2dx$, falls faster than any power of $N$. Inside, the finite number of coefficients converges, and the inner slope with them.

Outside, let $P$ be the difference between the Ritz function and $p_N$. It is a polynomial of degree $N$ in $y=\cos(\pi x/L)$. For a polynomial $q$ of degree $n$ on an interval of length $\ell$, expand in normalized Legendre polynomials, whose magnitudes are at most $\sqrt{(2j+1)/\ell}$. The Cauchy--Schwarz inequality gives
\begin{equation}
|q|^2\le\sum_{j=0}^n\frac{2j+1}{\ell}\int q^2dy=\frac{(n+1)^2}{\ell}\int q^2dy .
\end{equation}
Apply this to $q=dP/dy$ on an interval that starts at $x=R$ and stops short of $x=L$, where $dy/dx$ is bounded away from zero. The slope of $P$ at $R$ is then at most a constant times $N$ times $(\int P'^2dx)^{1/2}$, which tends to zero. The outer slope converges too, and the kink tends to that of $\psi_M$.

\subsection{The kink that remains}

In this limit the outer region drops out of (\ref{balance}), and the kink follows from integrals inside the sphere. Write $\langle f|g\rangle=\int_0^Rfg\,dx$, normalize $\langle u|u\rangle=1$, and let $\varepsilon=E-E_l$, with $E$ the Ritz energy.

With $u$ alone, $(h-E)u=-\varepsilon u$. Taking $v=\psi=u$ inside gives $\tfrac12u(R)J=-\varepsilon$, so
\begin{equation}
\lambda=-\frac{2\varepsilon}{u(R)^2}\qquad(M=0).
\label{m0}
\end{equation}
This kink is of first order in the offset and vanishes if $E_l$ is adjusted to the eigenvalue.

For APW+lo, differentiating $(h-E_l)u=0$ with respect to $E_l$ gives $(h-E_l)\dot u=u$. A multiple of $u$ may be added to $\dot u$ without changing this relation, so choose $\langle u|\dot u\rangle=0$. Define $\kappa=\dot u(R)/u(R)$, $n_2=\langle\dot u|\dot u\rangle$ and the local orbital $\phi=\dot u-\kappa u$. For $1+\varepsilon\kappa\ne0$ the inner function can be scaled to
\begin{equation}
\psi=u+\varepsilon\dot u+\delta\,\phi,\qquad \psi(R)=(1+\varepsilon\kappa)\,u(R).
\end{equation}
With $(h-E)u=-\varepsilon u$ and $(h-E)\dot u=u-\varepsilon\dot u$,
\begin{align}
(h-E)(u+\varepsilon\dot u)&=-\varepsilon u+\varepsilon u-\varepsilon^2\dot u=-\varepsilon^2\dot u,\\
(h-E)\phi&=(1+\varepsilon\kappa)u-\varepsilon\dot u .
\end{align}
First take $v=\phi$, which vanishes at $R$. Since $\langle\phi|\dot u\rangle=n_2$ and $\langle\phi|u\rangle=-\kappa$,
\begin{equation}
0=-\varepsilon^2n_2-\delta\left[\kappa(1+\varepsilon\kappa)+\varepsilon n_2\right],\quad
\delta=-\frac{\varepsilon^2n_2}{\kappa(1+\varepsilon\kappa)+\varepsilon n_2}.
\label{delta}
\end{equation}
Then take $v=u$ inside. The $\dot u$ terms drop out by orthogonality, leaving $\tfrac12u(R)J=\delta(1+\varepsilon\kappa)$. Division by $\psi(R)$ gives
\begin{equation}
\lambda=\frac{2\delta}{u(R)^2}\qquad(M=1).
\label{m1}
\end{equation}
For small offset, and $\kappa\neq0$, this is of order $\varepsilon^2$. No plane-wave cutoff appears in it.

For general $M$, $(h-E_l)u^{(m)}=m\,u^{(m-1)}$. Applied to the Taylor polynomial $T_M=\sum_{m=0}^M\varepsilon^mu^{(m)}/m!$, the sums cancel except for the last term:
\begin{equation}
(h-E)T_M=-\frac{\varepsilon^{M+1}}{M!}\,u^{(M)} .
\end{equation}
The local orbitals correct $T_M$ by amounts of order $\varepsilon^{M+1}$, provided their matrix of $h-E$ is invertible, and (\ref{balance}) then gives $\lambda=O(\varepsilon^{M+1})$. For the energy, join $T_M$, taken at the exact energy and scaled to match at $R$, to the exact outer function. This trial function has an error of order $(E_0-E_l)^{M+1}$, and the energy error is quadratic in it, hence $O[(E_0-E_l)^{2M+2}]$. A visible kink can therefore accompany a good energy.

\section{Numbers}

Take $R=1$ bohr, $L=2.5$ bohr, $V_0=0.5$ hartree and $E_l=0.2$ hartree. Matching logarithmic slopes gives $E_0=-0.171979$ hartree, and a basis of smooth cosines over the whole cell gives the same value. The exact logarithmic slope at $R$ is $-0.414$ bohr$^{-1}$. The kinked basis gives, with $\Delta E=E-E_0$ in hartree and $\lambda$ in bohr$^{-1}$:

\begin{center}
\begin{tabular}{rcccc}
 & \multicolumn{2}{c}{$M=1$} & \multicolumn{2}{c}{$M=3$}\\
$N$ & $\Delta E$ & $\lambda$ & $\Delta E$ & $\lambda$\\
2 & $1.2\times10^{-4}$ & 0.091 & $3.6\times10^{-5}$ & $3.8\times10^{-2}$\\
4 & $8.0\times10^{-5}$ & 0.056 & $1.0\times10^{-7}$ & $2.7\times10^{-3}$\\
8 & $8.0\times10^{-5}$ & 0.053 & $1.3\times10^{-12}$ & $1.5\times10^{-5}$\\
14 & $8.0\times10^{-5}$ & 0.053 & $\sim10^{-13}$ & $3.1\times10^{-6}$
\end{tabular}
\end{center}

For $M=1$ the kink stops falling at $0.053$ bohr$^{-1}$, about 13\% of the magnitude of the exact logarithmic slope, while the energy is wrong by only $8\times10^{-5}$ hartree. The plateau follows from (\ref{delta}) and (\ref{m1}). The inner integrals are $u(R)=0.5371$ bohr$^{-1/2}$, $\kappa=-1.5782$ hartree$^{-1}$ and $n_2=0.14145$ hartree$^{-2}$, and $\varepsilon=-0.3719$ hartree. Then $1+\varepsilon\kappa=1.5869$, and
\begin{equation}
\delta=-\frac{0.1383\times0.14145}{-2.5044-0.0526}=0.00765\ \text{hartree},\quad
\lambda=\frac{2\times0.00765}{0.2885}=0.0530\ \text{bohr}^{-1}.
\end{equation}

The second even state has an offset of similar size, $\varepsilon=0.4188$ hartree, but a kink of $0.361$ bohr$^{-1}$, which (\ref{m1}) also reproduces. The main reason is the factor $1+\varepsilon\kappa$, now $0.339$. It makes the denominator of (\ref{delta}) $-0.476$ instead of $-2.557$ hartree$^{-1}$.

At $N=14$ and fixed $E_l$, the kinks for $M=0,1,2,3$ are $1.87$, $0.053$, $6.0\times10^{-4}$ and $3.1\times10^{-6}$ bohr$^{-1}$. The first agrees with (\ref{m0}). That the sequence continues to zero at fixed $E_l$ is suggested by these numbers; I have not proved it. The powers of the offset were tested by halving $|E_0-E_l|$ from 0.2 to 0.1 hartree. At each offset the geometric mean of the magnitudes for $E_l$ above and below $E_0$ was used; this cancels the correction of next order in the offset, which would otherwise shift the apparent powers. The kink scales with powers $1.02$, $2.00$ and $3.00$ for $M=0,1,2$, and the energy error with $1.99$ and $4.00$ for $M=0,1$. These are the orders derived above, and the numerical check asserts them within stated tolerances.

\section{What should replace the argument}

The first step should ask for continuous functions with square-integrable gradients, which the APW+lo basis supplies, in three dimensions once the angular-momentum cutoff of the matching is converged. The second should keep the gradient form, or equivalently the regional Laplacian together with its surface term. The third should treat the kink as a diagnostic, which in the model has two sources. If $\lambda$ still changes as plane waves are added, the cutoff is not converged; its magnitude need not fall on the way to the plateau, and its sign may change. If it has settled at a nonzero value, as in the $M=1$ columns, the remedy is a linearization energy closer to the eigenvalue or a further local orbital. This rule assumes, as the model does, that $u$ solves the full inner potential. In a real crystal the radial functions solve only its spherical part. A remainder $\Delta V$ inside the sphere leaves a residual even at $\varepsilon=0$: for $M=0$, (\ref{balance}) then gives $\tfrac12u(R)J=\langle u|\Delta V|u\rangle$. Such a kink is a third source. It does not in general vanish at $E_l=E$, the orders in $\varepsilon$ derived above do not describe it, and one more local orbital need not reduce it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hydrogen trial: a = 1.0 1/bohr, b = 1.0 bohr
Hydrogen energy, gradient form: -0.394737 hartree
Hydrogen energy, surface term omitted: -0.710526 hartree
Hydrogen surface term / norm: 0.315789 hartree
Crystal: R = 1.0 bohr, L = 2.5 bohr, V0 = 0.5 hartree
Linearization energy E_l: 0.2 hartree
Exact ground energy: -0.171978764 hartree
Smooth-cosine ground energy: -0.171978764 hartree
Exact psi'(R)/psi(R): -0.414217 1/bohr
Step function, step ignored: -0.333333 hartree
Largest asymmetry without surface term, N=5: 43.0768 hartree
N | M=1: E-E0 (hartree), kink (1/bohr) | M=3: same
 1 | 8.325e-04, +1.909e-01 | 7.5e-04, +1.4e-01
 2 | 1.158e-04, +9.082e-02 | 3.6e-05, +3.8e-02
 4 | 8.019e-05, +5.568e-02 | 1.0e-07, +2.7e-03
 6 | 8.009e-05, +5.322e-02 | 3.3e-10, +1.8e-04
 8 | 8.009e-05, +5.305e-02 | 1.3e-12, +1.5e-05
10 | 8.009e-05, +5.304e-02 | 1.3e-13, +3.9e-06
14 | 8.009e-05, +5.304e-02 | 1.3e-13, +3.1e-06
M at N=14: E-E0 (hartree), kink (1/bohr)
M=0: 1.02e-01, +1.87e+00
M=1: 8.01e-05, +5.30e-02
M=2: 6.69e-09, +6.00e-04
M=3: 1.29e-13, +3.08e-06
u(R) = 0.537137 bohr^-1/2, kappa = -1.578169 1/hartree
<udot|udot> = 0.141448 hartree^-2
State 0: E = -0.171899, eps = -0.371899 hartree
  delta = 0.007651 hartree
  kink found 0.053036, predicted 0.053036 1/bohr
State 1: E = 0.618801, eps = 0.418801 hartree
  delta = 0.052136 hartree
  kink found 0.361409, predicted 0.361409 1/bohr
u only: E = -0.069591 hartree, eps = -0.269591 hartree
  kink found 1.868814, predicted 1.868814 1/bohr
Powers of the offset, from |E0-E_l| = 0.2 and 0.1 hartree
M=0: kink power 1.021, energy-error power 1.990
M=1: kink power 1.999, energy-error power 3.999
M=2: kink power 3.000
No surface term, N=4: lowest -7.2372 hartree
No surface term, N=8: lowest -33.2636 hartree
No surface term, N=14: lowest -108.8697 hartree
\end{verbatim}
